# Reflection and Wrap-Around at an Absorbing Layer in a Periodic Cell

Hartree atomic units are used. A particle of mass 1 moves in one dimension in a periodic cell of length $L$, described by plane waves. The last stretch of the cell, $L-w<x<L$, carries the potential $-iW$ with
$$W(s)=W_0\sin^2(\pi s/w),\qquad s=x-(L-w).$$
A packet of mean momentum $k_0>0$ starts at $x_0$ in the free region. Its momentum density $|\phi(k)|^2$ is a Gaussian of standard deviation $\sigma_k\ll k_0$.

## (a) Propagation with a mask

**Question.** Find the rate of norm loss. Which layer does a mask $M(x)$, applied at intervals $\tau$, represent? What limits $\tau$?

**Answer.** The Schrödinger equation reads $\partial_t\psi=\tfrac{i}{2}\psi''-W\psi$. Multiplying by $\psi^*$ and adding the complex conjugate gives
$$\partial_t|\psi|^2=-\partial_x\,\mathrm{Im}(\psi^*\psi')-2W|\psi|^2 .$$
The current term integrates to zero over a periodic cell, so $d\|\psi\|^2/dt=-2\langle W\rangle$.

A symmetric split step is half a kinetic step, multiplication by $e^{-W\tau}$, and half a kinetic step. Hence $M=e^{-W\tau}$, or $W=-\ln M/\tau$. A mask has no strength of its own: the same $M$ applied half as often is a layer of half the strength.

The mask acts as kicks at times $j\tau$. To first order, the amplitudes for a change of kinetic energy from $E$ to $E'$ add with phases $e^{i(E'-E)j\tau}$. They add constructively when
$$E'=E+2\pi n/\tau,\qquad n\ \text{integer}.$$
The term $n=0$ is the wanted scattering; the others are false beams. For $k=1$ and $\tau=2$, the first lies at $k'=\sqrt{1+4\pi/2}=2.699$; the propagation gives 2.697. With $\tau=0.05$ the energy quantum is 125.66 hartree, above the plane-wave cutoff of 123.37 hartree, so no upward beam fits in the basis. A downward one would need negative kinetic energy for the momenta used here. This choice is sufficient but not necessary, because a smooth mask feeds the false beams only weakly: for $k_0=1$, $w=20$, $W_0=0.2$ and $\tau=2$ they carry about $2\times10^{-7}$ of the norm, and $R$ and $T$ change by less than 0.5%.

## (b) Separating the two outgoing packets

**Question.** How can $R$ and $T$ be read from the final wave function, and when?

**Answer.** The reflected packet has negative momentum. The packet that crosses the layer leaves at $x=L$, which is the point $x=0$, and re-enters with positive momentum: this is wrap-around. After a free path $d=k_0t$ the centres are at
$$x_R=2(L-w)-x_0-d,\qquad x_T=x_0+d-L .$$
Both packets must lie in the free region. They may overlap there, since the sign of momentum separates them. Each incident component $k$ then contributes independently:
$$R=\int|\phi(k)|^2R(k)\,dk,\qquad T=\int|\phi(k)|^2T(k)\,dk .$$

Take $L=409.6$, $x_0=185$, $d=390$ and initial width $\sigma_x=20$ bohr, so $\sigma_k=1/(2\sigma_x)=0.025$. The slowest packet, $k_0=0.5$, travels for $t=780$ and spreads to $\sqrt{20^2+(0.025\cdot780)^2}\approx28$ bohr. If the momentum dependence of $R(k)$ and $T(k)$ is ignored, its outgoing centres for $w=40$ are about 164 bohr from the nearest layer boundary, nearly six such standard deviations. The momentum dependence of the reflected and transmitted amplitudes, in magnitude and in phase, moves both centres to larger $x$, as part (f) explains: to about 184 bohr for the reflected packet and 181 bohr for the wrapped one, near the middle of the free region. For the wrapped packet about 9 of the 15 bohr come from the variation of $T(k)$ and the rest from the phase of the amplitude.

## (c) The stationary problem and a weak layer

**Question.** Derive equations for $R(k)$ and $T(k)$, and solve for the reflection to first order in $W_0$.

**Answer.** At energy $k^2/2$ the equation is $\psi''=-(k^2+2iW)\psi$. Write
$$\psi=a e^{iks}+b e^{-iks},\qquad \psi'=ik(ae^{iks}-be^{-iks}).$$
Consistency of the two forms requires $a'e^{iks}+b'e^{-iks}=0$. Differentiating the second and inserting the wave equation gives $a'e^{iks}-b'e^{-iks}=-2W\psi/k$. Half the sum and half the difference yield
$$a'=-\frac Wk\left(a+be^{-2iks}\right),\qquad b'=\frac Wk\left(ae^{2iks}+b\right).$$
Nothing arrives from behind, so one integrates backward from $a(w)=1$, $b(w)=0$. Then $R=|b(0)/a(0)|^2$ and $T=1/|a(0)|^2$.

For a weak layer set $a=1$, $b=0$ on the right of the second equation:
$$r=b(0)=-\frac1k\int_0^wW e^{2iks}ds .$$
Let $Q=2k$, $g=2\pi/w$, and use $\sin^2(\pi s/w)=\tfrac12-\tfrac14(e^{igs}+e^{-igs})$. Since $e^{\pm igw}=1$, all three integrals contain the same factor:
$$\int_0^w\!\sin^2\!\frac{\pi s}{w}\,e^{iQs}ds=\frac{e^{iQw}-1}{2i}\left[\frac1Q-\frac{Q}{Q^2-g^2}\right]=-\frac{e^{iQw}-1}{2i}\,\frac{g^2}{Q(Q^2-g^2)} .$$
With $g^2=4\pi^2/w^2$ and $Q(Q^2-g^2)=8k^3[1-(\pi/kw)^2]$,
$$r=\frac{\pi^2W_0}{4i\,w^2k^4}\;\frac{e^{2ikw}-1}{1-(\pi/kw)^2}.$$
The terms $-1$ and $e^{2ikw}$ belong to the front and back edges, where $W''$ jumps.

## (d) Finite absorption

**Question.** Extend the result to a layer that absorbs strongly, for large $kw$ and small reflection.

**Answer.** Let $q=\sqrt{k^2+2iW}$, $\varphi(s)=\int_0^sq\,ds'$ and $\Theta=\varphi(w)$. Use waves adapted to the layer:
$$\psi=q^{-1/2}(Ae^{i\varphi}+Be^{-i\varphi}),\qquad \psi'=iq^{1/2}(Ae^{i\varphi}-Be^{-i\varphi}).$$
Consistency and the wave equation $\psi''=-q^2\psi$ give, respectively,
$$A'e^{i\varphi}\pm B'e^{-i\varphi}=\pm\frac{q'}{2q}\left(Ae^{i\varphi}\pm Be^{-i\varphi}\right).$$
Adding and subtracting them,
$$A'=\frac{q'}{2q}e^{-2i\varphi}B,\qquad B'=\frac{q'}{2q}e^{2i\varphi}A .$$
For small reflection $A\approx1$. Because $q=k$ at both ends, the transmitted amplitude is $e^{i\Theta}$, and
$$T\approx e^{-2\,\mathrm{Im}\,\Theta}.$$
For $W_0\ll k^2$, expansion of the root gives $\mathrm{Im}\,q=W/k-W^3/(2k^5)+\dots$. The first term, with $\int W\,ds=W_0w/2$, gives $T\approx e^{-W_0w/k}$, provided the layer is not so wide that the second term matters: its contribution to $\ln T$, $5W_0^3w/(16k^5)$, must be much smaller than 1.

With $B(w)=0$ and $q'/(2q)=iW'/(2q^2)$,
$$r\approx-\int_0^w\frac{iW'}{2q^2}e^{2i\varphi}ds .$$
Integrate by parts using $e^{2i\varphi}=(2iq)^{-1}\,d(e^{2i\varphi})/ds$. The boundary term vanishes because $W'=0$ at both ends, leaving $\int(W'/4q^3)'e^{2i\varphi}ds$. A second integration gives a boundary term in which $(W'/4q^3)'=W''/(4k^3)$, with $W''=2\pi^2W_0/w^2$ at both ends:
$$r\approx\frac{W''}{8ik^4}\left(e^{2i\Theta}-1\right)=\frac{\pi^2W_0}{4i\,w^2k^4}\left(e^{2i\Theta}-1\right).$$
The back-edge wave crosses the layer twice and is damped accordingly. Restoring the denominator of part (c) gives a formula that reduces to the first-order result of that part as $W_0\to0$ at fixed $k\ne\pi/w$. It cannot be used near $kw=\pi$, where it diverges for any finite absorption. Large $kw$ and small reflection are not enough for it to hold; the turning-point condition of part (e) is needed as well:
$$R\approx\left[\frac{\pi^2W_0}{4w^2k^4}\right]^2\frac{|1-e^{2i\Theta}|^2}{[1-(\pi/kw)^2]^2}.$$

## (e) Slow particles

**Question.** What does the edge formula omit, and what is $R$ as $k\to0$?

**Answer.** The endpoint expansion misses contributions that are exponentially small for large $kw$. The integrand for $r$ is singular where $q=0$, at complex $s_0$. Moving the integration path into the upper half-plane, where $e^{2i\varphi}$ decays, leaves a contribution of order $e^{2i\varphi(s_0)}$. Near the front $W\approx W_0\pi^2s^2/w^2$, so
$$s_0=e^{i\pi/4}\frac{kw}{\pi\sqrt{2W_0}},\qquad \varphi(s_0)=ks_0\int_0^1\!\sqrt{1-v^2}\,dv=\frac{\pi ks_0}{4}.$$
Squaring the magnitude gives the estimate
$$R_{\rm turn}\sim\exp[-4\,\mathrm{Im}\,\varphi(s_0)]=\exp\!\left(-\frac{k^2w}{2\sqrt{W_0}}\right).$$
Its prefactor is not determined here, and the derivation justifies the parabolic front only for small $k/\sqrt{2W_0}$. At $k=0.5$ and $W_0=0.2$ this ratio is 0.79, and the full $\sin^2$ profile makes the exponent about 6% larger in magnitude. The edge formula needs $R_{\rm turn}$ to be much smaller than the edge reflection.

As $k\to0$, the solution in the layer tends to one with a fixed ratio $\lambda=\psi'(0)/\psi(0)$. Absorption draws in current, so $\mathrm{Im}\,\lambda>0$ and $\lambda\neq0$. From $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$,
$$r=\frac{ik-\lambda}{ik+\lambda}\longrightarrow-1 .$$
A very slow particle is reflected, however strongly the layer absorbs. At $k=0.001$, $w=20$, $W_0=0.2$ the stationary equations give $R=0.992$.

## (f) Reading the map

**Question.** Propagation with $W_0=0.2$ hartree and 2048 plane waves gives the values below, each entry being $R$; $T$. Interpret them.

| $k_0$ | $w=10$ bohr | $w=20$ bohr | $w=40$ bohr |
|---|---|---|---|
| 0.5 | 3.1e-2; 3.2e-2 | 4.4e-3; 9.1e-4 | 4.3e-5; 8.2e-7 |
| 1.0 | 5.5e-5; 0.14 | 1.7e-6; 1.9e-2 | 9.8e-8; 3.7e-4 |
| 1.5 | 1.0e-6; 0.26 | 6.6e-8; 7.0e-2 | 3.8e-9; 4.9e-3 |
| 2.0 | 1.6e-7; 0.37 | 6.3e-9; 0.14 | 3.8e-10; 1.8e-2 |

**Answer.** For $k_0\ge1$ wrap-around exceeds reflection by more than three orders of magnitude at every width in the table. At $k_0=0.5$ reflection dominates for $w=20$ and 40, while for $w=10$ the two are about equal. At $k_0=2$, $w=10$, the simple law gives $T=e^{-0.2\cdot10/2}=e^{-1}=0.37$, as found. Every entry agrees with the momentum-averaged stationary solution to within 0.4% of the latter.

For $k=1$, 1.5 and 2 with $w=20$ and 40, the formulas of part (d) differ from the stationary values by at most 0.6% in $R$ and 0.11% in $T$. At $k_0=0.5$, $w=20$ the averaged edge formula gives only $5.3\times10^{-4}$, eight times too little. There $R_{\rm turn}\sim e^{-5/(2\sqrt{0.2})}=e^{-5.6}\approx4\times10^{-3}$, the order of magnitude of the observed reflection. The close match is partly accidental: at $k=0.5$ the amplitude missing from the edge formula has squared magnitude $1.9\times10^{-3}$, and it adds nearly in phase to the edge amplitude. At $k_0=1$, $w=10$ the edge formula is low by a factor of about two. There $k_0/\sqrt{2W_0}=1.58$ is not small, so the derivation does not justify the parabolic estimate; that turning points are again responsible is a conjecture.

The packet centres also carry information. A factor that varies as $e^{\beta k}$ across a Gaussian shifts its mean momentum by $\beta\sigma_k^2$. For $k_0=1$, $w=20$, $R\propto k^{-8}$ gives $\beta\approx-8$ and a shift of $-0.005$. Over $t=390$ the reflected packet falls behind by about 2 bohr, and since it moves left, its centre lies at larger $x$: 206.3 instead of 204.2 bohr. For the wrapped packet $\beta\approx W_0w/k^2=4$, which gives an advance of about 1.0 bohr; the observed one is 1.3 bohr. Both estimates leave out the group delay, a further shift of the centres that arises because the phases of the reflected and transmitted amplitudes depend on $k$.

## (g) Designing a layer

**Question.** How does $R$ scale with $w$ at fixed absorption? Choose $w$ and $W_0$ for $0.5\le k\le2$, aiming at $R=10^{-6}$ and $T=10^{-4}$ at the worst momenta.

**Answer.** Fix $S=W_0w/k=\ln(1/T)$. For large $S$ the back edge is invisible. For $kw\gg\pi$ and negligible $R_{\rm turn}$ the denominator is close to 1, and inserting $W_0=Sk/w$ into the front-edge term gives
$$R\approx\left[\frac{\pi^2S}{4(kw)^3}\right]^2\propto w^{-6}.$$
For $S=8$, $k=1$, doubling $w$ from 40 to 80 bohr gives a measured power of 6.01.

For a band, the fastest component $k_2$ sets $W_0w=k_2S$, and the slowest, $k_1$, sets the reflection:
$$\sqrt R=\frac{\pi^2k_2S}{4w^3k_1^4}\quad\Rightarrow\quad w^3=\frac{\pi^2k_2S}{4\sqrt R\,k_1^4}.$$
Here $S=\ln10^4=9.210$, so
$$w^3=\frac{\pi^2\cdot2\cdot9.210}{4\cdot10^{-3}\cdot0.0625}=7.27\times10^5,$$
which gives $w=89.9$ bohr (4.76 nm) and $W_0=2\cdot9.210/89.93=0.205$ hartree (5.57 eV). The turning-point estimate at $k_1$ is $e^{-25}$, far below the target.

The stationary equations give $R(0.5)=1.006\times10^{-6}$ and $T(2)=1.008\times10^{-4}$. These are also the largest values on the momentum grid checked across the band. The small excess in $T$ follows from the cubic term in $\mathrm{Im}\,q$: with $\int W^3ds=5W_0^3w/16$, it lowers the exponent by $5W_0^3w/(16k^5)\approx0.008$. The goals are therefore met to within 1%, not as strict upper bounds; a slightly wider layer at the same $W_0$ would provide a margin in both, since then $R\propto w^{-4}$ and $\ln(1/T)\propto w$. The full values are in the numerical output below.

## Computed results

```
cell 409.6 bohr, plane waves 2048, spacing 0.20 bohr
peak W0 0.2 hartree, mask interval 0.05 a.u. of time
packet: start 185.0 bohr, sigma_x 20.0 bohr, sigma_k 0.025 1/bohr, path 390.0 bohr
cutoff energy 123.37, kick quantum 2pi/tau 125.66 hartree
Map (k0 in 1/bohr, w in bohr; R, T are probabilities)
  k0   w  R_packet  R_station R_asympt  T_packet  T_station T_asympt
 0.5   10 3.090e-02 3.090e-02 2.067e-02 3.219e-02 3.219e-02 2.942e-02
 0.5   20 4.429e-03 4.429e-03 5.326e-04 9.124e-04 9.124e-04 8.769e-04
 0.5   40 4.280e-05 4.280e-05 2.815e-05 8.243e-07 8.243e-07 8.106e-07
 1.0   10 5.481e-05 5.481e-05 2.872e-05 1.389e-01 1.389e-01 1.386e-01
 1.0   20 1.654e-06 1.654e-06 1.669e-06 1.927e-02 1.927e-02 1.925e-02
 1.0   40 9.848e-08 9.850e-08 9.853e-08 3.741e-04 3.741e-04 3.739e-04
 1.5   10 1.038e-06 1.039e-06 1.054e-06 2.645e-01 2.645e-01 2.644e-01
 1.5   20 6.649e-08 6.657e-08 6.658e-08 6.996e-02 6.996e-02 6.996e-02
 1.5   40 3.762e-09 3.766e-09 3.766e-09 4.903e-03 4.903e-03 4.903e-03
 2.0   10 1.559e-07 1.564e-07 1.565e-07 3.681e-01 3.681e-01 3.681e-01
 2.0   20 6.289e-09 6.311e-09 6.311e-09 1.355e-01 1.355e-01 1.355e-01
 2.0   40 3.754e-10 3.768e-10 3.768e-10 1.838e-02 1.838e-02 1.838e-02
largest relative packet-stationary difference 3.6e-03
k0=1, w=20: reflected centre 206.3 bohr (free path 204.2)
k0=1, w=20: wrapped centre 166.7 bohr (free path 165.4)
same mask every 0.1 a.u.: k0=1, w=20: R 4.571e-07, T 0.1362
stationary, half strength: R 4.572e-07, T 0.1362
norm lost 0.86380, time integral of 2<W> 0.86382
mask every 2.0 a.u., k0=1: false beam at k 2.697, rule 2.699 1/bohr
weak layer W0=1e-4, w=20: largest error of R formula 0.00 %
W0=0.2, k>=1, w>=20: largest formula error R 0.60 %, T 0.11 %
slow limit k=0.001, w=20: R 0.9924
S=8, k=1: R(w=40) 9.626e-08, R(w=80) 1.492e-09, power 6.012
design band k 0.5 to 2.0 1/bohr = 3.40 to 54.42 eV
design goals R 1e-06, T 1e-04; S 9.210
design width 89.93 bohr = 4.759 nm
design W0 0.2048 hartree = 5.574 eV
design check: R(k_min) 1.006e-06, T(k_max) 1.008e-04
largest in band: R 1.006e-06, T 1.008e-04, R+T 1.008e-04
```
